# Point charge in an anisotropic dielectric: verification in Python

```python
"""
Result under test: the potential of a point charge q at the origin of an
infinite homogeneous medium with symmetric positive definite tensor eps,
    div(eps grad phi) = -4 pi q delta(r),   phi -> 0 at infinity,
is  phi(r) = q / ( sqrt(det eps) * sqrt(r . eps^-1 . r) ).
Atomic units (4 pi eps0 = 1) and q = 1 in the tests; eV and angstrom in the
worked example. E = -grad phi, D = eps E, s = eps^(-1/2) r.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import null_space, sqrtm
from scipy.optimize import brentq


def potential(r, eps):
    """Derived formula for q = 1; r has shape (..., 3)."""
    quad = np.einsum('...i,ij,...j->...', r, np.linalg.inv(eps), r)
    return 1.0 / (np.sqrt(np.linalg.det(eps)) * np.sqrt(quad))


def electric_field(r, eps):
    """E = -grad phi by complex-step differentiation of the potential."""
    step = 1e-30
    parts = [-potential(r + 1j * step * axis, eps).imag / step
             for axis in np.eye(3)]
    return np.stack(parts, axis=-1)


def sphere_rule(n):
    """Unit vectors and weights for integration over all directions."""
    u, wu = np.polynomial.legendre.leggauss(n)
    az = 2 * np.pi * np.arange(2 * n) / (2 * n)
    U, A = np.meshgrid(u, az, indexing='ij')
    S = np.sqrt(1 - U**2)
    dirs = np.stack([S * np.cos(A), S * np.sin(A), U], axis=-1)
    weights = np.repeat(wu * np.pi / n, 2 * n)
    return dirs.reshape(-1, 3), weights


def radial_rule(n, upper):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * upper * (x + 1), 0.5 * upper * w


def circle_potential(r, eps):
    """Average of 1/(n.eps.n) over the circle perpendicular to r, over |r|."""
    basis = null_space(r[None, :])
    psi = 2 * np.pi * np.arange(200) / 200
    n = np.outer(np.cos(psi), basis[:, 0]) + np.outer(np.sin(psi), basis[:, 1])
    return np.mean(1 / np.einsum('ai,ij,aj->a', n, eps, n)) / np.linalg.norm(r)


def fourier_potential(r, eps, width=0.15):
    """3D integral of 4 pi exp(ik.r)/(k.eps.k), with a Gaussian cutoff that
    smears the charge over |s| ~ width, negligible at the points used."""
    n, w = sphere_rule(80)
    k, wk = radial_rule(80, 35.0)
    stiffness = np.einsum('ai,ij,aj->a', n, eps, n)
    damp = np.exp(-0.5 * width**2 * np.outer(stiffness, k**2))
    radial = (np.cos(np.outer(n @ r, k)) * damp) @ wk
    return 4 * np.pi / (2 * np.pi)**3 * np.sum(w * radial / stiffness)


# ---------- tests on a general, non-diagonal tensor ----------
eps_gen = np.array([[6.0, 1.0, 0.5], [1.0, 5.0, -1.0], [0.5, -1.0, 3.0]])
eigenvalues = np.linalg.eigvalsh(eps_gen)
assert eigenvalues.min() > 0
inv_root = np.linalg.inv(np.real(sqrtm(eps_gen)))
point = np.array([1.0, -2.0, 1.5])


# the anisotropic operator in r equals the Laplacian in s
def trial(r):
    s = inv_root @ r
    return np.sin(s[0]) * np.exp(0.3 * s[1]) + s[0] * s[2]**2


h = 1e-3
I3 = np.eye(3) * h
operator_r = 0.0
for i in range(3):
    for j in range(3):
        second = (trial(point + I3[i] + I3[j]) - trial(point + I3[i] - I3[j])
                  - trial(point - I3[i] + I3[j])
                  + trial(point - I3[i] - I3[j])) / (4 * h**2)
        operator_r += eps_gen[i, j] * second
s0 = inv_root @ point
laplacian_s = (0.3**2 - 1) * np.sin(s0[0]) * np.exp(0.3 * s0[1]) + 2 * s0[0]
assert abs(operator_r - laplacian_s) < 1e-5   # finite-difference error

# volume factor: a function of s with unit integral over s, integrated over r
grid = np.linspace(-8, 8, 41)
R = np.stack(np.meshgrid(grid, grid, grid, indexing='ij'), axis=-1)
S = R @ inv_root.T
volume_factor = np.sum(np.exp(-np.pi * np.sum(S**2, axis=-1)))
volume_factor *= (grid[1] - grid[0])**3
root_det = np.sqrt(np.linalg.det(eps_gen))
assert abs(volume_factor - root_det) < 1e-8

# Poisson's equation as a distribution:
# integral of phi div(eps grad f) = -4 pi f(0) for smooth localized f
dirs, weights = sphere_rule(40)
rad, wrad = radial_rule(80, 12.0)
weak_pairs = []
for centre in ([0.0, 0.0, 0.0], [0.6, -0.3, 0.5], [-0.4, 0.9, 0.2]):
    centre = np.array(centre)
    pts = rad[:, None, None] * dirs[None, :, :]
    d = pts - centre
    f = np.exp(-0.5 * np.sum(d**2, axis=-1))
    Lf = f * (np.einsum('abi,ij,abj->ab', d, eps_gen, d) - np.trace(eps_gen))
    left = np.einsum('a,b,ab->', wrad * rad**2, weights,
                     potential(pts, eps_gen) * Lf)
    right = -4 * np.pi * np.exp(-0.5 * centre @ centre)
    assert abs(left - right) < 1e-7
    weak_pairs.append((left, right))

# Gauss's law for off-centre spheres with and without the charge inside
dirs, weights = sphere_rule(80)
fluxes = []
for centre, expected in (([0.5, -0.4, 0.6], 1.0), ([4.0, 1.0, -1.0], 0.0)):
    surface = np.array(centre) + 2.0 * dirs
    D = electric_field(surface, eps_gen) @ eps_gen
    flux = np.sum(weights * 4.0 * np.sum(D * dirs, axis=1)) / (4 * np.pi)
    assert abs(flux - expected) < 1e-7
    fluxes.append(flux)

# closed form of E; D is parallel to r and E is not
E_point = electric_field(point, eps_gen)
inv_r = np.linalg.solve(eps_gen, point)
assert np.allclose(E_point, inv_r / (root_det * (point @ inv_r)**1.5),
                   rtol=1e-10, atol=1e-13)
assert np.linalg.norm(np.cross(eps_gen @ E_point, point)) < 1e-12
assert np.linalg.norm(np.cross(E_point, point)) > 1e-3

# two Fourier roads to the same potential
phi_formula = potential(point, eps_gen)
phi_circle = circle_potential(point, eps_gen)
phi_fourier = fourier_potential(point, eps_gen)
assert abs(phi_circle - phi_formula) < 1e-10
assert abs(phi_fourier - phi_formula) < 1e-7

# ---------- worked example: uniaxial model medium ----------
a, c = 9.0, 4.0
eps_uni = np.diag([a, a, c])
distance = 10.0                                        # angstrom
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
bohr = const.physical_constants['Bohr radius'][0] * 1e10   # angstrom
hartree = const.physical_constants['Hartree energy in eV'][0]

directions = {'axis': np.array([0.0, 0.0, 1.0]),
              'plane': np.array([1.0, 0.0, 0.0]),
              '45 deg': np.array([1.0, 0.0, 1.0]) / np.sqrt(2)}
energy, eps_eff = {}, {}
for name, n in directions.items():
    energy[name] = coulomb * potential(distance * n, eps_uni)
    eps_eff[name] = 1 / circle_potential(n, eps_uni)
    assert abs(energy[name] - coulomb / (eps_eff[name] * distance)) < 1e-10
assert abs(eps_eff['axis'] - a) < 1e-10
assert abs(eps_eff['plane'] - np.sqrt(a * c)) < 1e-10

# changing eps_zz must leave the potential on the axis unchanged
axis_constants = []
for czz in (c, 2 * c):
    r_axis = np.array([0.0, 0.0, 2.5])
    value = fourier_potential(r_axis, np.diag([a, a, czz]))
    assert abs(value - 1 / (a * 2.5)) < 1e-7
    axis_constants.append(1 / (value * 2.5))

energy_hartree = {}
for name in ('axis', 'plane'):
    energy_hartree[name] = potential(directions[name] * distance / bohr,
                                     eps_uni)
    assert abs(energy_hartree[name] * hartree - energy[name]) < 1e-7

guess_zz = coulomb / (c * distance)
guess_trace = coulomb / (np.trace(eps_uni) / 3 * distance)

E45 = electric_field(directions['45 deg'], eps_uni)
D45 = eps_uni @ E45
angle_E = np.degrees(np.arctan2(E45[0], E45[2]))
angle_D = np.degrees(np.arctan2(D45[0], D45[2]))
assert abs(angle_D - 45) < 1e-9

level = 0.2                                            # eV
semi = {name: brentq(lambda t: coulomb * potential(t * directions[name],
                                                   eps_uni) - level, 1, 100)
        for name in ('axis', 'plane')}
assert abs(semi['plane'] / semi['axis'] - np.sqrt(a / c)) < 1e-8

print("GENERAL TENSOR (atomic units, q = 1)")
for row in eps_gen:
    print("eps row:", "  ".join(f"{x:5.2f}" for x in row))
print("eigenvalues:", "  ".join(f"{x:.4f}" for x in eigenvalues))
print(f"operator in r on trial function: {operator_r:.5f}")
print(f"Laplacian in s on same function: {laplacian_s:.5f}")
print(f"volume factor by integration: {volume_factor:.6f}")
print(f"sqrt(det eps): {root_det:.6f}")
for number, (left, right) in enumerate(weak_pairs, 1):
    print(f"Poisson test {number}: integral {left:.6f}, -4 pi f(0) {right:.6f}")
print(f"flux/(4 pi), charge inside: {fluxes[0]:.6f}")
print(f"flux/(4 pi), charge outside: {abs(fluxes[1]):.6f}")
print("test point (bohr):", point)
print(f"phi, derived formula: {phi_formula:.7f} hartree/e")
print(f"phi, circle average: {phi_circle:.7f} hartree/e")
print(f"phi, 3D Fourier integral: {phi_fourier:.7f} hartree/e")
print("UNIAXIAL MODEL, two charges +e")
print(f"eps_xx = eps_yy = {a:.1f}, eps_zz = {c:.1f}")
print(f"sqrt(det eps): {np.sqrt(np.linalg.det(eps_uni)):.4f}")
print(f"e^2/(4 pi eps0): {coulomb:.4f} eV angstrom")
print(f"distance: {distance:.1f} angstrom")
print(f"unscreened energy: {coulomb / distance:.4f} eV")
for name in directions:
    print(f"{name}: eps_eff {eps_eff[name]:.4f}, energy {energy[name]:.4f} eV")
for name in energy_hartree:
    print(f"{name}: energy {energy_hartree[name]:.6f} hartree")
print(f"axis, wrong guess with eps_zz: {guess_zz:.4f} eV")
print(f"axis, wrong guess with trace/3: {guess_trace:.4f} eV")
print(f"trace/3: {np.trace(eps_uni) / 3:.4f}")
print(f"axis eps_eff by Fourier, eps_zz = {c:.0f}: {axis_constants[0]:.4f}")
print(f"axis eps_eff by Fourier, eps_zz = {2*c:.0f}: {axis_constants[1]:.4f}")
print(f"45 deg point: angle of E from axis {angle_E:.2f} deg")
print(f"45 deg point: angle of D from axis {angle_D:.2f} deg")
print(f"equipotential level: {level:.1f} eV")
print(f"semi-axis along axis: {semi['axis']:.3f} angstrom")
print(f"semi-axis in plane: {semi['plane']:.3f} angstrom")
print(f"ratio of semi-axes: {semi['plane'] / semi['axis']:.4f}")
print("all assertions hold")
```

Running it gives:

```
GENERAL TENSOR (atomic units, q = 1)
eps row:  6.00   1.00   0.50
eps row:  1.00   5.00  -1.00
eps row:  0.50  -1.00   3.00
eigenvalues: 2.3787  5.0000  6.6213
operator in r on trial function: 0.59552
Laplacian in s on same function: 0.59552
volume factor by integration: 8.874120
sqrt(det eps): 8.874120
Poisson test 1: integral -12.566371, -4 pi f(0) -12.566371
Poisson test 2: integral -8.855372, -4 pi f(0) -8.855372
Poisson test 3: integral -7.583875, -4 pi f(0) -7.583875
flux/(4 pi), charge inside: 1.000000
flux/(4 pi), charge outside: 0.000000
test point (bohr): [ 1.  -2.   1.5]
phi, derived formula: 0.0933520 hartree/e
phi, circle average: 0.0933520 hartree/e
phi, 3D Fourier integral: 0.0933520 hartree/e
UNIAXIAL MODEL, two charges +e
eps_xx = eps_yy = 9.0, eps_zz = 4.0
sqrt(det eps): 18.0000
e^2/(4 pi eps0): 14.3996 eV angstrom
distance: 10.0 angstrom
unscreened energy: 1.4400 eV
axis: eps_eff 9.0000, energy 0.1600 eV
plane: eps_eff 6.0000, energy 0.2400 eV
45 deg: eps_eff 7.6485, energy 0.1883 eV
axis: energy 0.005880 hartree
plane: energy 0.008820 hartree
axis, wrong guess with eps_zz: 0.3600 eV
axis, wrong guess with trace/3: 0.1964 eV
trace/3: 7.3333
axis eps_eff by Fourier, eps_zz = 4: 9.0000
axis eps_eff by Fourier, eps_zz = 8: 9.0000
45 deg point: angle of E from axis 23.96 deg
45 deg point: angle of D from axis 45.00 deg
equipotential level: 0.2 eV
semi-axis along axis: 8.000 angstrom
semi-axis in plane: 12.000 angstrom
ratio of semi-axes: 1.5000
all assertions hold
```
